# Exponential Saturation of Frenkel Pairs by Athermal Recombination: Two Derivations

## A crystal that is one tenth covered

A Frenkel pair consists of a vacancy and the interstitial atom that left it. Around each vacancy there is a recombination volume: an interstitial placed inside it falls back into the vacancy without thermal help. Around each interstitial there is an equal volume for vacancies.

Suppose that the volumes of the vacancies cover one tenth of a crystal, and those of the interstitials also cover one tenth. Irradiation creates 100 new pairs at random places, too few to change these fractions noticeably. On average 10 new interstitials land in vacancy volumes and annihilate, each removing one old vacancy. Likewise 10 new vacancies annihilate, each removing one old interstitial. The vacancy count changes by $+100-10-10=+80$: ten old vacancies were filled and ten new ones were lost on arrival. The interstitial count also changes by $+80$.

If each kind covers one half of the crystal, the same count gives $100-50-50=0$. Creation continues, but the mean density no longer grows. If each defect covers its own volume $v$, unshared with others of its kind, half coverage means $vn=1/2$. The saturation density is therefore $1/(2v)$. What remains is the path towards it.

## Definitions and result

Let $n$ be the number of vacancies per unit volume, equal to the number of interstitials. The dose variable $g$ is the number of stable pairs created per unit volume. A stable pair is one whose two members do not recombine with each other during their own creation event. The assumptions are:

1. Whatever damage is already present, each new member lands with uniform probability throughout the crystal. The two members may land near each other.
2. A new member landing in the recombination volume of an opposite defect annihilates with it. If several are in reach, it annihilates with one of them.
3. Nothing moves between creation events; in particular, there is no thermal migration.
4. Recombination volumes of like defects do not overlap. Volumes of unlike defects may.

Under these assumptions the mean density, starting from $n_0$, is

$$n(g)=n_s+(n_0-n_s)e^{-2vg},\qquad n_s=\frac{1}{2v}. \tag{1}$$

The fourth assumption does not follow from the others: survivors that land at random and stay there will sometimes overlap, unless something keeps like volumes apart. Its failure is examined below.

## First derivation: balance of coverage

Take a large sample of volume $\Omega$ containing $N$ pairs. For the next created pair, let $h_I=1$ if the new interstitial is captured and $h_I=0$ if not; define $h_V$ in the same way for the new vacancy. With no capture the number of pairs rises by one. With one capture it is unchanged, because the surviving new member replaces the old defect that was removed. With two captures it falls by one. All cases are contained in

$$\Delta N=1-h_I-h_V .$$

Let $c_V$ be the fraction of space covered by the vacancies' volumes, and $c_I$ the fraction covered by those of the interstitials. Because landing is uniform, the average of $h_I$ for a given arrangement is $c_V$, and that of $h_V$ is $c_I$. The average of a sum is the sum of the averages even when its terms are correlated, so the distance between the two new members does not matter here.

One created pair raises $g$ by $1/\Omega$ and changes the density by $\Delta N/\Omega$. The ratio of the two changes is $\Delta N$. Averaging also over arrangements, and letting $\Omega$ be large so that the steps become fine, gives

$$\frac{dn}{dg}=1-c_V-c_I , \tag{2}$$

where $n$, $c_V$ and $c_I$ now denote averages. This equation does not use assumption 4. With that assumption the covered fractions are sums of separate volumes, $c_V=c_I=vn$, and

$$\frac{dn}{dg}=1-2vn. \tag{3}$$

Multiply by $e^{2vg}$ and bring the density term to the left:

$$e^{2vg}\frac{dn}{dg}+2v\,e^{2vg}n=\frac{d}{dg}\left(e^{2vg}n\right)=e^{2vg}.$$

Integration from $0$ to $g$ gives

$$e^{2vg}n(g)-n_0=\frac{e^{2vg}-1}{2v}.$$

Division by $e^{2vg}$ yields

$$n(g)=n_0e^{-2vg}+\frac{1-e^{-2vg}}{2v},$$

which is equation (1). For a clean crystal and small dose, $n\simeq g-vg^2$: the first pairs accumulate without loss, and the loss begins at second order.

## Second derivation: lives of individual vacancies

The density can also be found by asking which vacancies are still alive. A vacancy present at dose $g$ either belonged to the initial damage or was created at some earlier dose $s$. In the second case it must have escaped capture on landing and every later capture.

Consider survival first. Under assumption 4 the vacancy has a private volume $v$, and any interstitial landing there removes this vacancy. Each later pair does so with probability $v/\Omega$. Between doses $s$ and $g$ there are $k=\Omega(g-s)$ created pairs. Their landings are uniform whatever happened before, so the survival probabilities multiply:

$$\left(1-\frac{v}{\Omega}\right)^{\Omega(g-s)}\longrightarrow e^{-v(g-s)}\qquad(\Omega\to\infty).$$

Now consider arrival. A vacancy created at dose $s$ escapes capture on landing with mean probability $1-c_I=1-vn(s)$. Adding the survivors of all ages gives

$$n(g)=n_0e^{-vg}+\int_0^g\left[1-vn(s)\right]e^{-v(g-s)}ds. \tag{4}$$

Define the Laplace transform $\tilde n(p)=\int_0^\infty e^{-pg}n(g)\,dg$ for $p>0$. In the transformed integral, exchange the order of integration and write $g=s+t$. It separates into the transform of $1-vn$, which is $1/p-v\tilde n$, times the transform of $e^{-vt}$, which is $1/(p+v)$. Therefore

$$\tilde n=\frac{n_0}{p+v}+\frac{1/p-v\tilde n}{p+v}.$$

Multiply by $p+v$ and collect the terms in $\tilde n$:

$$(p+2v)\tilde n=n_0+\frac1p .$$

Division by $p+2v$ and separation into partial fractions give

$$\tilde n=\frac{n_0}{p+2v}+\frac{1}{2v}\left(\frac1p-\frac1{p+2v}\right).$$

Since $1/p$ is the transform of $1$ and $1/(p+2v)$ that of $e^{-2vg}$, this is again equation (1).

The two halves of the factor $2v$ now have separate origins. One $v$ comes from the removal of existing vacancies, the other from new vacancies lost on arrival. An individual vacancy has a mean life of $1/v$ in dose, twice the dose $1/(2v)$ over which the total density relaxes. At saturation the population is still being replaced.

## What each derivation assumes

Both derivations need uniform landing, independent of existing damage, and no motion between events. They use assumption 4 differently.

The first needs the total coverage of each kind to equal $vn$ at every dose. It need not know which defect is removed. The second follows a particular vacancy and needs its volume to remain private throughout its life. In return it supplies lifetimes and the replacement of defects at saturation.

When like volumes overlap, equation (2) survives, while the exponential lifetime in equation (4) does not. An interstitial landing in a region shared by two vacancies removes one of them. Per created pair, the mean number of vacancies removed is $c_V$. The average removal rate per vacancy is therefore $c_V/n$, which is at most $v$.

Unequal recombination volumes also separate the arguments. Defects with larger volumes are hit more often, so the mean volume of the survivors changes with dose. Equation (3) with a fixed $v$ then fails, whereas the second method can follow each size with its own survival factor.

Assumption 4 can be imposed in a simulation by dividing the crystal into cells of volume $v$ and sending a survivor that lands in an occupied cell to a random free one. This is a device for keeping like volumes apart, not a proposed atomic mechanism. Since unlike defects also occupy separate cells here, no free cell would be left at $vn=1/2$, and the runs stop before that. With 40,000 cells and a clean start, $vn$ was 0.3166, 0.4298 and 0.4717 at $vg=0.5$, 1.0 and 1.5. Equation (1) gives 0.3161, 0.4323 and 0.4751. Starting from $vn_0=0.2$, the simulation gave 0.3917, 0.4604 and 0.4847, against 0.3896, 0.4594 and 0.4851.

The size of these differences can be judged from the counting noise. Near saturation each of the two captures has probability one half and variance $1/4$. The two landing cells are drawn independently, so the variances add, and one created pair adds $1/2$ to the variance of $N$. With $M$ cells, a deviation of $N$ shrinks by the factor $1-2/M$ per pair. A steady variance $W$ satisfies $W=(1-2/M)^2W+1/2$, hence $W\simeq M/8$. The standard deviation of $vn=N/M$ is $1/\sqrt{8M}\simeq0.0018$. The largest difference, 0.0034, is about twice this.

## Overlap turns the exponential into a lower bound

However the defects are arranged, the union of their volumes cannot exceed the sum, so $c_V\le vn$ and $c_I\le vn$. Let $n_e$ be the exponential solution with the same $v$ and initial density. Equations (2) and (3) give

$$\frac{d}{dg}\left[e^{2vg}(n-n_e)\right]
=e^{2vg}\left[(1-c_V-c_I)-(1-2vn_e)+2v(n-n_e)\right].$$

The terms in $n_e$ cancel, leaving

$$\frac{d}{dg}\left[e^{2vg}(n-n_e)\right]=e^{2vg}(2vn-c_V-c_I)\ge0 .$$

The bracket on the left starts at zero and cannot decrease. Hence $n\ge n_e$: under assumptions 1 to 3, equation (1) is a lower bound on the mean density at given $v$ and $g$.

A simple estimate of the excess takes the positions of like defects to be uncorrelated. The chance that a point lies outside all $N$ volumes is $(1-v/\Omega)^N\to e^{-vn}$, so $c_V=c_I=1-e^{-vn}$. With $u=vn$ and $x=vg$, equation (2) becomes

$$\frac{du}{dx}=2e^{-u}-1 .$$

Set $y=e^u$. Then $dy/dx=y\,du/dx=2-y$. For a clean start $y(0)=1$, so $y=2-e^{-x}$ and

$$u=\ln(2-e^{-x}). \tag{5}$$

This tends to $\ln2\simeq0.693$, above the value $1/2$ of the exponential law. Its final approach is also slower: for large $x$, $u\simeq\ln2-\tfrac12e^{-x}$, whereas equation (1) approaches its limit as $e^{-2x}$. At small dose the two laws are

$$u_e=x-x^2+\tfrac23x^3+\dots,\qquad u=x-x^2+x^3+\dots .$$

They differ first by $x^3/3$. The loss from single captures is common to both; overlap enters one order later.

Uncorrelated positions are themselves an approximation, because annihilation shapes the arrangement. A simulation with spherical recombination volumes removes it. New members annihilate with the nearest opposite defect in reach. The periodic box held 1500 recombination volumes, and three runs were averaged. The members of a new pair were placed 1.5 capture radii apart ("near") or 8 radii apart ("far"). The values of $u$, with a counting noise of roughly 0.01 in the two simulated columns, were:

| $x$ | Eq. (1) | Eq. (5) | near | far |
|---|---|---|---|---|
| 0.5 | 0.316 | 0.332 | 0.328 | 0.337 |
| 1.0 | 0.432 | 0.490 | 0.482 | 0.503 |
| 2.0 | 0.491 | 0.623 | 0.634 | 0.667 |
| 4.0 | 0.500 | 0.684 | 0.753 | 0.806 |

The simulated densities lie above the exponential law, as the bound requires. At $x=4$ they also exceed $\ln2$. For the far pairs the two coverages there add to 0.98 in these runs, with a scatter of about 0.01 (more runs and a larger box give 0.95 to 0.96), that is 0.48 to 0.49 for each kind, while uncorrelated positions at $u=0.806$ would give $1-e^{-0.806}\simeq0.55$. Like defects therefore overlap more than at random: they are clustered. A plausible cause is that annihilation removes close unlike neighbours and leaves regions rich in one kind, but this was not tested separately.

Equation (2) was tested by integrating the measured value of $1-c_V-c_I$ for the far pairs over dose. This gave $u=0.791$ at $x=4$, against 0.806 from counting defects. The simulation does not establish a final saturation density for spheres, since the densities still rise clearly between $x=2$ and $x=4$, where the runs end.

## Protons crossing a cold copper film

Let $F$ be the ion fluence, $N_a$ the atomic density and $\sigma$ the cross-section for displacing atoms, weighted by the number displaced. If a fraction $\xi$ of the calculated displacements survives as stable pairs, then $g=\xi N_a\sigma F$. Write the recombination volume as $m$ atomic volumes, $v=m/N_a$. Then $vg=m\xi\sigma F$, and for a clean crystal

$$\frac{n}{N_a}=\frac{1}{2m}\left(1-e^{-F/F_0}\right),\qquad F_0=\frac{1}{2m\xi\sigma}. \tag{6}$$

The example is a 100 nm copper film at 10 K, crossed by 1 MeV protons. Rough typical values are $m=100$, $\xi=0.5$ and a displacement energy $E_d=30$ eV.

The cross-section follows from Coulomb scattering. Let a proton of mass $m_p$, energy $E$ and speed $w$ approach a nucleus of charge $Ze$ and mass $M_c$ with impact parameter $q$. Let $\mu$ be the reduced mass and $K=Ze^2/(4\pi\epsilon_0)$. Deflection by $\theta$ in the centre-of-mass frame changes the momentum by $2\mu w\sin(\theta/2)$ along the symmetry axis of the orbit. The force component along that axis is $(K/r^2)\cos\phi$, with $\phi$ measured from the axis. Conservation of angular momentum gives $dt/r^2=d\phi/(qw)$, and $\phi$ runs between $\pm(\pi-\theta)/2$. Therefore

$$2\mu w\sin\frac\theta2=\frac{K}{qw}\int\cos\phi\,d\phi=\frac{2K}{qw}\cos\frac\theta2,
\qquad \tan\frac\theta2=\frac{b}{2q},$$

where $b=2K/(\mu w^2)$ is the closest approach in a head-on collision. The nucleus, initially at rest, receives the energy

$$T=\frac{(2\mu w)^2}{2M_c}\sin^2\frac\theta2=\frac{T_m}{1+(2q/b)^2},\qquad T_m=\frac{4m_pM_cE}{(m_p+M_c)^2}.$$

Solving for $q^2$ gives $q^2=(b^2/4)(T_m/T-1)$. The area $\pi|d(q^2)|$ belonging to recoils between $T$ and $T+dT$ is thus $A\,dT/T^2$, with $A=\pi b^2T_m/4$.

In the Norgett–Robinson–Torrens count, with electronic energy loss of the recoil neglected at first, a recoil displaces one atom for $E_d<T<2.5E_d$ and $0.4T/E_d$ atoms above that. Hence

$$\sigma=A\left[\int_{E_d}^{2.5E_d}\frac{dT}{T^2}+\frac{0.4}{E_d}\int_{2.5E_d}^{T_m}\frac{dT}{T}\right]
=\frac{A}{E_d}\left[0.6+0.4\ln\frac{T_m}{2.5E_d}\right].$$

Here $b=4.242\times10^{-5}$ nm and $T_m=61.44$ keV, so $A/E_d=2.89\times10^{-20}$ cm². The bracket is $0.6+0.4\ln(61440/75)=3.28$, and $\sigma=9.50\times10^{-20}$ cm².

Equation (6) then gives a saturation fraction of $1/200=0.50$ %, or $4.2\times10^{20}$ pairs per cm³, and

$$F_0=\frac{1}{2\times100\times0.5\times9.50\times10^{-20}}\ \text{cm}^{-2}=1.05\times10^{17}\ \text{cm}^{-2}.$$

Ninety per cent of saturation requires $F_0\ln10=2.4\times10^{17}$ cm⁻². At $10^{17}$ cm⁻² the exponent is $-0.950$, and the pair fraction is $0.50\,\%\times(1-e^{-0.950})=0.31$ %.

## How far the model can be trusted here

At fixed $v$ and $g$, overlap raises the density above the exponential law by 5 to 6 % at $10^{17}$ cm⁻² and by about 20 % at the 90 % fluence, according to the far-pair simulation, whose counting noise is about one per cent of the density here. Energy lost by recoils to electrons multiplies $\sigma$ by 0.83. This figure keeps the one-atom threshold on the recoil energy itself; if the threshold is applied to the energy left after electronic loss, as in the standard count, the factor is 0.80. With the other inputs fixed, this raises $F_0$ to $1.27\times10^{17}$ cm⁻² (or $1.32\times10^{17}$ cm⁻²) and leaves $n_s$ unchanged. An error in $\xi$ likewise changes only $F_0$ in equation (6); an error in $m$ changes both.

Weak hits can also destroy pairs. Suppose that every direct proton hit transferring between 1 eV and $E_d$ to one sensitive atom per pair does so. With unscreened Coulomb scattering, the loss coefficient then grows by 8.8 %, and the saturation density falls by the factor $1/1.088=0.92$. At 1 eV the impact parameter is about a third of the screening length, and a screened potential lowers the 8.8 % to about 7 % and raises the factor to about 0.94, while it lowers $\sigma$ by only about 1 %. Hits by recoiling copper atoms are not included. In a crude hard-sphere cascade they add a loss of similar size if atoms that are struck but not displaced pass no energy on, and a loss up to about ten times larger if they pass it on freely; in the latter case the saturation density would fall by nearly half. The factor 0.92 therefore describes direct proton hits only. More than one sensitive atom per pair would increase this loss. Since it is an additional loss channel, the lower bound no longer applies when it is included.

The assumption of separate, randomly placed pairs is also strained in the real film. With electronic energy loss neglected, half of the calculated displacements come from recoils above 1 keV, which create several defects close together; with that loss included the share is somewhat smaller. The present model does not size the resulting change in density, so 0.50 % is a model estimate, not a measured saturation value.

Thermal motion is negligible in the example. For a rough interstitial migration energy of 0.12 eV and an attempt rate of $10^{13}$ s⁻¹, the expected number of jumps per interstitial is about $10^{-43}$ during the $2.4\times10^4$ s needed to reach 90 % at a flux of $10^{13}$ cm⁻² s⁻¹. It reaches one at about 35 K. Interstitials close to a vacancy can have lower barriers and recombine at lower temperatures, so 35 K is only an upper limit for neglecting thermal motion. The beam delivers 1.6 W/cm² to film and support, so staying below that temperature requires a thermal resistance below about 15 K cm²/W between the film and a heat sink at 10 K. Ordinary implantation near room temperature is far outside this regime: the same rough values give about $10^{11}$ jumps per second at 300 K, and equation (1) cannot then be used without migration and annealing terms. The numerical output below lists the remaining inputs and estimates.

## Computed values

```
TESTS IN REDUCED UNITS (u = v n, x = v g, no unit)
x=0.5: cells clean 0.3166, law 0.3161; from 0.2 0.3917, law 0.3896
x=1.0: cells clean 0.4298, law 0.4323; from 0.2 0.4604, law 0.4594
x=1.5: cells clean 0.4717, law 0.4751; from 0.2 0.4847, law 0.4851
Spheres at x=0.2: 0.1663; law 0.1648
x=0.5: law 0.316, random overlap 0.332, spheres near 0.328, far 0.337
x=1.0: law 0.432, random overlap 0.490, spheres near 0.482, far 0.503
x=2.0: law 0.491, random overlap 0.623, spheres near 0.634, far 0.667
x=4.0: law 0.500, random overlap 0.684, spheres near 0.753, far 0.806
Far spheres at x=4, u from coverage: 0.791
Summed coverage at x=4: near 0.975, far 0.982
Random coverage at u=0.5: 0.400; formula 0.393
EXAMPLE INPUTS (rough typical values)
Proton energy: 1.0 MeV
Copper lattice constant: 0.3615 nm
Displacement energy: 30 eV
Recombination volume: 100 atomic volumes
Surviving fraction: 0.50
Film thickness: 100 nm; temperature: 10 K
Flux: 1.0e+13 cm^-2 s^-1; fluence: 1.0e+17 cm^-2
Migration energy: 0.12 eV; attempt rate: 1.0e+13 1/s
EXAMPLE RESULTS
Atomic density: 84.67 nm^-3
Capture radius of equal sphere: 0.656 nm
Head-on closest approach b: 4.242e-05 nm
Maximum recoil energy: 61.44 keV
Displacement cross-section: 9.503e-20 cm^2
Saturation atomic fraction: 0.500 percent
Saturation density: 4.234e+20 cm^-3
Characteristic fluence: 1.052e+17 cm^-2
Fluence for 90 percent: 2.423e+17 cm^-2
Calculated displacements per atom at fluence: 0.00950
Reduced dose x at fluence: 0.4752
Pair fraction at fluence: 0.3067 percent
Pair density at fluence: 2.597e+20 cm^-3
NEGLECTED EFFECTS
Far spheres / law: 1.060 at fluence, 1.199 at 90 percent fluence
Cross-section ratio with electronic loss: 0.830
Displacements from recoils above 1 keV: 50.2 percent
Threshold impact parameter / screening length: 0.065
Weak hits from 1 eV, one atom per pair, rate / capture rate: 0.088
Proton energy lost in film: 11.23 keV (mean excitation 322 eV)
Time to 90 percent fluence: 2.423e+04 s
log10 thermal jumps per interstitial in that time: -43.1
Temperature for one jump in that time: 34.8 K
Beam power stopped in film and support: 1.60 W/cm^2
Thermal resistance allowed below one-jump temperature: 15.5 K cm^2/W
```
